# How large is the tension in confined copper after cooling?

**Question.** Copper fills a cavity and is bonded to its walls. It is free of stress when hot, and then everything cools by 300 K. The bulk modulus of copper is 140 GPa, and copper contracts more than its surroundings by $14.4\times10^{-6}$ per kelvin. How large can the hydrostatic tension become, how does it scale, and how much of it survives when the walls can yield elastically?

**Answer.**

## The rigid cavity

Let $\alpha_{\rm Cu}$ and $\alpha_s$ be the linear expansion coefficients of copper and surroundings, and let $D>0$ be the temperature drop. A "rigid" cavity here is one whose walls follow their own thermal contraction and do not move further under the pull of the copper. Per unit length, free copper would shrink by $\alpha_{\rm Cu}D$, while the cavity shrinks by $\alpha_sD$. The bonded copper is therefore stretched, relative to its free cold size, by

$$
e=(\alpha_{\rm Cu}-\alpha_s)D
$$

along each axis. This is the leading order in small thermal strain. With the given numbers,

$$
e=14.4\times10^{-6}\times300=0.00432 .
$$

The volume strain is $(1+e)^3-1\simeq3e$, or 1.296 percent. The bulk modulus $B$ converts volume strain into mean stress. With tension counted as positive,

$$
S=3Be=3\times140\times0.00432=1.814\ \text{GPa}.
$$

This equals 0.01132 eV/Å$^3$. The formula contains no unit-dependent constant, so it has the same form in atomic units.

The stress is hydrostatic even though a copper crystal is elastically anisotropic. In a cubic crystal an equal stretch $e$ along the three axes gives each normal stress the value $(C_{11}+2C_{12})e$ and gives no shear stress. Since $B=(C_{11}+2C_{12})/3$, the stress tensor is $3Be$ times the identity. Rotating the crystal leaves the identity unchanged, so grains of every orientation carry the same stress. With no shear stress present, plastic slip, which conserves volume, has no driving force. In this limit, and as long as the copper contains no void, a low yield stress does not relieve the tension.

The tension is proportional to $B$, to the expansion mismatch and to the temperature drop. It does not depend on the size of the cavity. The stored elastic energy per volume grows as the square of the strain, because the stress rises linearly from zero:

$$
w=\tfrac12 S(3e)=\tfrac92Be^2=11.76\ \text{MJ/m}^3 .
$$

## In what sense this is an upper bound

Real walls give way. To see that this lowers the average tension, take linear elastic copper with cubic grains, perfectly bonded to linear elastic surroundings that have a uniform expansion coefficient. No outside load acts.

Measure the strain $E$ from the state in which the whole body has followed the free contraction of the surroundings. The stress is then $C:(E+eI)$ in the copper and $C_s:E$ outside it, where $I$ is the identity and $C$, $C_s$ are the stiffness tensors. The outer faces are free and the forces balance inside, so the virtual work of the true stress on the true displacement vanishes:

$$
\int\sigma:E\,dV=0 .
$$

Insert the two stress laws and collect the terms quadratic in $E$ into

$$
Q=\int_{\rm Cu}E:C:E\,dV+\int_sE:C_s:E\,dV .
$$

The remaining term is $e\int_{\rm Cu}I:C:E\,dV$. Cubic symmetry gives $I:C=3BI$, so

$$
Q+3Be\int_{\rm Cu}\operatorname{tr}E\,dV=0 .
$$

The mean stress at a point in the copper is one third of the trace of its stress, $\sigma_m=B(3e+\operatorname{tr}E)$. Averaging over the copper volume $V_{\rm Cu}$ and using the previous line gives

$$
\langle\sigma_m\rangle=3Be-\frac{Q}{3eV_{\rm Cu}}\le S .
$$

The inequality holds because stable elastic materials have $Q\ge0$. The result does not depend on the shape of the copper. It limits the volume average and says nothing about local peaks, for instance near corners.

A three-dimensional finite-element test used a block of 18 randomly oriented copper grains inside a finite body with free outer faces. The grain constants, model inputs chosen to reproduce $B=140$ GPa, were $C_{11}=172$, $C_{12}=124$ and $C_{44}=76$ GPa. The reference surroundings were isotropic, with bulk modulus 98 GPa and shear modulus 65 GPa. When both wall moduli were multiplied by 0.1, 1, 10 and 10,000, the average mean stress was 0.074, 0.393, 0.837 and 0.9998 of $S$. It stayed below the bound and approached it as the walls stiffened. The mesh had only one element per grain, so these fractions show the trend and are not converged values.

The figure 1.8 GPa is thus a rounded bound for the stated inputs; the linear formula itself gives slightly more. If either $B$ or the mismatch were 5 percent higher, $S$ would be 1.905 GPa. A design limit must include the uncertainty of its inputs.

## A second case: a long via with elastic walls

Consider a long copper cylinder in a wide, isotropic elastic matrix. The matrix holds the copper axially, so the axial strain measured from the contracted matrix is zero. Let $x$ be the in-plane strain of the copper in the same measure; $x<0$ means that the wall is pulled inward.

In the matrix, radial equilibrium for the displacement $u(r)$ reads

$$
\frac{d}{dr}\left[\frac1r\frac{d(ru)}{dr}\right]=0,
\qquad u=c_1r+\frac{c_2}{r}.
$$

The displacement must die out far away, so $c_1=0$. Matching $u=xa$ at the via radius $a$ gives $u=xa^2/r$. The radial and hoop strains at the wall are $-x$ and $+x$. Their sum is zero, so the radial stress comes from the matrix shear modulus $G_m$ alone:

$$
\sigma_r=-2G_mx .
$$

Inside the copper, taken as isotropic with shear modulus $G$, the elastic strains are $e+x$ in the two in-plane directions and $e$ along the axis. Their sum is $3e+2x$, so the mean stress is $\sigma_m=S+2Bx$. The in-plane strain exceeds one third of the sum by

$$
e+x-\frac{3e+2x}{3}=\frac{x}{3},
$$

which adds $2Gx/3$ to the radial stress. Equating the radial stresses on the two sides of the wall,

$$
S+2Bx+\tfrac23Gx=-2G_mx,
\qquad
x=-\frac{S}{2(B+G/3+G_m)} .
$$

Substitution into $\sigma_m=S+2Bx$ gives

$$
\sigma_m=S\left[1-\frac{B}{B+G/3+G_m}\right]
=S\,\frac{G/3+G_m}{B+G/3+G_m}.
$$

The tension still scales linearly with $e$ and is independent of the via radius. For $G_m\to\infty$ it returns to $S$. For $G_m\to0$ a part remains, because the axial constraint was kept in place. Half of $S$ is reached when $G_m=B-G/3$.

For rough values $G=48$ GPa for copper and $G_m=65$ GPa for silicon, the denominator is $140+16+65=221$ GPa. Hence

$$
x=-\frac{1.814}{2\times221}=-0.0041,
\qquad
\sigma_m=1.814\times\frac{81}{221}=0.665\ \text{GPa}.
$$

The wall gives back most of the mismatch in the plane, and 37 percent of the rigid-wall tension remains.

## What yielding changes

The via is no longer under purely hydrostatic stress. The axial strain exceeds the in-plane strain by $-x$, so

$$
\sigma_z-\sigma_r=-2Gx=0.394\ \text{GPa}.
$$

For isotropic copper with $G=48$ GPa this exceeds a rough copper yield stress $Y=0.20$ GPa, and the elastic result must be corrected. Assume that the copper flows at constant $Y$ without hardening, while the silicon stays elastic. Then $\sigma_z-\sigma_r=Y$. The mean of one axial and two radial stresses is $\sigma_m=\sigma_r+Y/3$. Plastic flow conserves volume, so $\sigma_m=S+2Bx$ still holds. Wall balance becomes

$$
S+2Bx-\frac Y3=-2G_mx,
\qquad
x=-\frac{S-Y/3}{2(B+G_m)},
$$

and therefore

$$
\sigma_m=S-\frac{B(S-Y/3)}{B+G_m}
=\frac{SG_m+BY/3}{B+G_m}.
$$

The numbers give

$$
\sigma_m=\frac{1.814\times65+140\times0.20/3}{205}=0.62\ \text{GPa}.
$$

Yielding lowers the mean tension by about 7 percent relative to the elastic via. A lower yield stress would lower it further, but even at $Y=0$ the formula leaves $SG_m/(B+G_m)=0.58$ GPa, because plastic flow cannot remove a mismatch of volume. After yield the mean stress still rises linearly with cooling at fixed $Y$, but it is no longer proportional to $e$: the yield stress adds a constant term.

## Corrections to the rigid estimate

Copper becomes softer under tension. Let the modulus at tension $s$ be $B-B's$, with a rough pressure derivative $B'=5.5$, and let $v$ be the logarithmic volume strain. Then $ds/dv=B-B's$ with $s=0$ at $v=0$. Separating variables and integrating to $v=3e$ gives

$$
s=\frac{B}{B'}\left(1-e^{-3B'e}\right)=1.751\ \text{GPa}.
$$

In the exponential, the base is Euler's number and the $e$ in the exponent is the mismatch strain. The result is 3.5 percent below $S$. Referring the stretch to the cooled copper length instead of the hot length would raise the linear estimate by about $\alpha_{\rm Cu}D=0.5$ percent, which is smaller than the softening.

The modulus in $S$ belongs to the cold end of the cooling. The final elastic stress depends on the final volume, compared with the stress-free volume at that same temperature. With a rough modulus loss of 0.02 percent per kelvin on heating, using the warm-end modulus would give 1.706 GPa, an underestimate of 6 percent relative to $S$.

## When the copper opens a void

The bound assumes intact copper. A spherical void of radius $r$ costs surface energy and gains work from the tension. While it is too small to unload the copper,

$$
W(r)=4\pi r^2g-\tfrac43\pi r^3S,
$$

where $g$ is the surface energy per area. The elastic relaxation of the copper around the hole is left out; it would raise the second term by the fraction $S/2B+3S/8G$, about 2 percent, and lower the barrier below by about 4 percent. Setting $dW/dr=8\pi rg-4\pi r^2S$ to zero gives the critical radius and, on substitution, the barrier:

$$
r_c=\frac{2g}{S},\qquad
W_c=\frac{16\pi g^3}{S^2}-\frac{32\pi g^3}{3S^2}
=\frac{16\pi g^3}{3S^2}.
$$

For a rough $g=1.7$ J/m$^2$ and the rigid tension, $r_c=1.87$ nm and $W_c=156$ eV. The thermal energy at 300 K is 0.026 eV, so this model makes thermal nucleation in flawless copper negligible. An existing void larger than $r_c$ lowers the energy by growing, provided that atoms can move away by diffusion. Growth by plastic flow also costs plastic work, which $W$ leaves out. This cost grows with the void volume, as the gain from the tension does, so flow needs a larger void at high tension and cannot sustain growth at all when the tension is too low. In continuum plasticity without hardening, and treating the copper around the void as incompressible, the threshold is about $\tfrac23Y\,[1+\ln(2G/Y)]$, or 0.96 GPa for $Y=0.20$ GPa and $G=48$ GPa. This lies below the rigid tension and above the via estimates. Continuum plasticity is only a rough guide for voids a few nanometres across. In a cavity a micrometre or more across, a single void with a volume fraction of about $3e$, or 1.3 percent, opened by diffusion lets the copper return almost to its free volume. Only the small tension $2g/r$ balanced by the void's surface remains; in much smaller cavities, or when the volume is shared among many small voids, this remainder is not negligible. Growth by flow alone stops earlier and leaves part of the tension: for a central void of volume fraction $f$ in a rigid spherical cavity, the balance $S-Bf=\tfrac23Y\ln(1/f)$ gives $f\approx0.8$ percent and about 0.64 GPa.

## Beside a real via

The inputs resemble copper in silicon cooled from an anneal: rough expansion coefficients are 17 and 2.6 ppm/K, and their difference is the mismatch used here. As long as the copper stays free of voids, the elastic give of the wall changes the estimate most among the effects calculated here. Elastic silicon moves the estimate from 1.81 to 0.67 GPa, and yielding moves it to 0.62 GPa. Silicon is also anisotropic. Putting its rough low and high shear moduli, 51 and 80 GPa, into the isotropic elastic formula gives 0.59 and 0.74 GPa. This shows how sensitive the estimate is to the wall's shear modulus; it is not a calculation for an anisotropic wall, in which the low and high moduli act together. Copper is anisotropic as well. For a single crystal filling the via, $G$ in the elastic formula becomes $(C_{11}-C_{12})/2=24$ GPa with [001] along the axis and $C_{44}=76$ GPa with [111] along the axis. The mean stress is then 0.62 or 0.71 GPa and $\sigma_z-\sigma_r$ is 0.20 or 0.60 GPa, so how far the copper is driven past yield depends on its texture. Liners, neighbouring vias, free ends and slow relaxation by diffusion are left out. The value 1.8 GPa therefore serves as a ceiling for the average elastic tension under the stated conditions, not as the expected stress in a via. The full set of values is in the numerical output.

## Computed results

```
Copper bulk modulus: 140 GPa
Expansion mismatch: 14.4 ppm/K
Temperature drop: 300 K
Linear mismatch strain: 0.432 percent
Volume mismatch strain: 1.296 percent
Rigid-wall tension: 1.8144 GPa
Rigid-wall tension, converted: 0.01132 eV/angstrom^3
Stored elastic energy: 11.76 MJ/m^3
Rough copper expansion: 17.0 ppm/K
Rough silicon expansion: 2.6 ppm/K
Rough copper shear modulus: 48 GPa
Rough silicon shear modulus: 65 GPa
Grain test, wall stiffness factor 0.1: mean/bound = 0.0744 (no unit)
Grain test, wall stiffness factor 1: mean/bound = 0.3926 (no unit)
Grain test, wall stiffness factor 10: mean/bound = 0.8374 (no unit)
Grain test, wall stiffness factor 10000: mean/bound = 0.9998 (no unit)
Elastic via, in-plane wall strain: -0.410 percent
Elastic via, mean stress: 0.665 GPa
Elastic via, mean/bound: 0.367 (no unit)
Elastic via, axial minus radial stress: 0.394 GPa
Silicon low shear modulus: 51 GPa
Via mean stress at low modulus: 0.587 GPa
Silicon high shear modulus: 80 GPa
Via mean stress at high modulus: 0.738 GPa
Rough copper yield stress: 0.20 GPa
Yielding via, mean stress: 0.621 GPa
Rough pressure derivative B': 5.5 (no unit)
Rigid-wall tension with softening: 1.751 GPa
Change from softening: -3.48 percent
Assumed error in B or mismatch: 5 percent
Tension with one input raised: 1.905 GPa
Rough modulus loss on heating: 0.020 percent/K
Tension if warm-end B were used: 1.706 GPa
Rough copper surface energy: 1.7 J/m^2
Critical void radius at rigid tension: 1.87 nm
Void barrier at rigid tension: 156 eV
Thermal energy kT at 300 K: 0.0259 eV
Void fraction that removes tension: 1.30 percent
```
